# Density Matrix of the Free Electron Gas and Its Slow Decay

Take a free electron gas at zero temperature in which each electron has, on average, a sphere of radius 4 bohr to itself. Its density matrix $\rho(\mathbf r,\mathbf r')$ links a point $\mathbf r$ to other points $\mathbf r'$. To collect 99% of the integral of $|\rho|^2$ over $\mathbf r'$, one must go out to about 198 bohr from $\mathbf r$, and the sphere of that radius holds about $1.2\times10^5$ electrons. That radius is about fifty times the radius per electron. The density sets the only length in the model, so this large factor must come from a slow decay of $\rho$ with distance, which follows from its explicit form.

## The model and the definition

Consider $N$ non-interacting electrons in a cubic box of volume $V$ with periodic boundary conditions. A uniform positive background makes the system neutral. There is no spin polarization, the temperature is zero, and the limit $V\to\infty$ is taken at fixed density $n=N/V$ and fixed separation of the two points. Lengths are in bohr.

The orbitals are plane waves, $\phi_{\mathbf k}(\mathbf r)=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. Their energy grows with $k=|\mathbf k|$, so the ground state fills all those with $k<k_F$, two electrons in each. The spin-summed one-particle density matrix is the sum of $\phi_{\mathbf k}(\mathbf r)\phi^*_{\mathbf k}(\mathbf r')$ over occupied states:

$$\rho(\mathbf r,\mathbf r')=\frac{2}{V}\sum_{k<k_F}e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}. \tag{1}$$

The factor 2 counts the two spins; the matrix for one spin direction is half of this. Only the difference $\mathbf r-\mathbf r'$ enters, because the gas is uniform. From here on $\mathbf r$ denotes this difference and $r$ its length.

The allowed wave vectors form a cubic lattice with one point per volume $(2\pi)^3/V$. In a large box the sum therefore becomes $V/(2\pi)^3$ times an integral, and $V$ cancels:

$$\rho(\mathbf r)=\frac{2}{(2\pi)^3}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf r}\,d^3k. \tag{2}$$

At $\mathbf r=0$ the density matrix is the density. The exponential is then 1, and the integral is the volume of the Fermi sphere:

$$n=\rho(0)=\frac{2}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}. \tag{3}$$

## Doing the integral

Choose the polar axis of $\mathbf k$ along $\mathbf r$ and write $u=\cos\theta$, so that $\mathbf k\cdot\mathbf r=kru$. The azimuthal angle gives $2\pi$, and

$$2\pi\int_{-1}^{1}e^{ikru}\,du=2\pi\,\frac{e^{ikr}-e^{-ikr}}{ikr}=4\pi\,\frac{\sin kr}{kr}. \tag{4}$$

The result does not depend on the direction of $\mathbf r$, as it must for a spherical region of integration. Insert it in (2) with $d^3k=k^2\,dk\,d\Omega$. One power of $k$ cancels, and the prefactor is $2\cdot4\pi/(8\pi^3)=1/\pi^2$:

$$\rho(r)=\frac{1}{\pi^2r}\int_0^{k_F}k\sin(kr)\,dk. \tag{5}$$

Integrate by parts, differentiating $k$ and integrating $\sin(kr)$ to $-\cos(kr)/r$:

$$\int_0^{k_F}k\sin(kr)\,dk=\left[-\frac{k\cos kr}{r}\right]_0^{k_F}+\frac1r\int_0^{k_F}\cos(kr)\,dk=-\frac{k_F\cos k_Fr}{r}+\frac{\sin k_Fr}{r^2}. \tag{6}$$

The lower limit contributes nothing, since $k=0$ there. Now set $x=k_Fr$ and take out a common factor $1/r^2$, which leaves $(\sin x-x\cos x)/r^2$. Equation (5) becomes

$$\rho(r)=\frac{\sin x-x\cos x}{\pi^2r^3}=\frac{k_F^3}{\pi^2}\,\frac{\sin x-x\cos x}{x^3}, \tag{7}$$

because $1/r^3=k_F^3/x^3$. By (3), $k_F^3/\pi^2=3n$. The spherical Bessel function of order one is $j_1(x)=\sin x/x^2-\cos x/x$, so the last fraction in (7) is $j_1(x)/x$. Hence

$$\boxed{\rho(r)=3n\,\frac{j_1(k_Fr)}{k_Fr}} \tag{8}$$

The numerical check compares (8) with a direct quadrature of (2), and with the sum (1) over 928161 plane waves in a finite box. For the four separations tried in the box, up to $x=9$, the difference is at most $5.2\times10^{-4}$ of $n$. A difference is expected there, because a finite set of lattice points fills the Fermi sphere imperfectly.

## Short distances

Equation (7) has $x^3$ in the denominator, but $\rho$ is finite at the origin. Expand the numerator with $\sin x=x-x^3/6+x^5/120-\dots$ and $x\cos x=x-x^3/2+x^5/24-\dots$. The linear terms cancel, and

$$\sin x-x\cos x=\frac{x^3}{3}-\frac{x^5}{30}+\dots,\qquad \frac{\rho(r)}{n}=1-\frac{x^2}{10}+O(x^4). \tag{9}$$

The coefficient $1/10$ measures the spread of occupied wave vectors. Expanding the exponential in (2) to second order gives $1-\tfrac12\langle(\mathbf k\cdot\mathbf r)^2\rangle$, where the brackets denote the average over the Fermi sphere; the linear term averages to zero. Averaging over directions replaces $(\mathbf k\cdot\mathbf r)^2$ by $k^2r^2/3$, and the average of $k^2$ in the sphere is $3k_F^2/5$. The product $\tfrac12\cdot\tfrac13\cdot\tfrac35$ is $1/10$.

## Long distances: oscillation and envelope

Separating the two terms of (7) gives

$$\rho(r)=-3n\,\frac{\cos x}{x^2}+3n\,\frac{\sin x}{x^3}. \tag{10}$$

For $x\gg1$ the second term is smaller than the amplitude of the first by a factor $1/x$. The leading behaviour is therefore

$$\rho(r)\simeq-3n\,\frac{\cos(k_Fr)}{(k_Fr)^2}\qquad(k_Fr\gg1), \tag{11}$$

and the absolute error of this form is at most $3n/x^3$.

Two features of (11) need care. The cosine is the oscillation itself, while the envelope is the smooth curve that bounds it. There is also a minus sign: where $\cos x=+1$ at large $x$, the density matrix is negative.

To find the envelope without approximation, combine the two terms of (10) into a single cosine. Define an angle $\delta$ by $\cos\delta=x/\sqrt{1+x^2}$ and $\sin\delta=1/\sqrt{1+x^2}$, which means $\delta=\arctan(1/x)$. The addition theorem gives

$$\cos(x+\delta)=\cos x\cos\delta-\sin x\sin\delta=\frac{x\cos x-\sin x}{\sqrt{1+x^2}}. \tag{12}$$

The numerator is minus the one in (7), so

$$\rho(r)=-A(x)\cos\!\left(x+\arctan\frac1x\right),\qquad A(x)=3n\,\frac{\sqrt{1+x^2}}{x^3}. \tag{13}$$

The envelope is $A(x)$. For large $x$ the square root approaches $x$ and $A\to3n/x^2$, a decay as $1/r^2$. The phase shift $\arctan(1/x)$ vanishes in the same limit, which returns (11). Relative to the envelope, the error of (11) is $|\sin x|/\sqrt{1+x^2}$, hence below $1/x$. Relative to $\rho$ itself the error can be large at any distance, because $\rho$ passes through zero.

The zeros of $\rho$ satisfy $\sin x=x\cos x$, or $\tan x=x$ with $x>0$. At large $x$ they are separated by nearly $\pi$, which in $r$ is half the Fermi wavelength $2\pi/k_F$.

## Why the decay is a power law

The leading term in (11) comes from the boundary term at $k=k_F$ in (6). That term is there because the occupation drops from one to zero at a sharp value of $k$. To see that the jump matters, replace it by a smooth thermal occupation $f(k)$, the Fermi–Dirac function of the energy $k^2/2$ at a fixed temperature above zero. Equation (5) becomes

$$\rho_T(r)=\frac{1}{\pi^2r}\int_0^\infty k f(k)\sin(kr)\,dk. \tag{14}$$

Integrate by parts as before. The boundary term now vanishes at both ends, since $kf(k)$ is zero at $k=0$ and tends to zero at infinity. With $g(k)=d(kf)/dk$,

$$\int_0^\infty kf\sin(kr)\,dk=\frac1r\int_0^\infty g\cos(kr)\,dk. \tag{15}$$

Two more integrations by parts give

$$\int_0^\infty g\cos(kr)\,dk=-\frac1r\int_0^\infty g'\sin(kr)\,dk=-\frac1{r^2}\int_0^\infty g''\cos(kr)\,dk. \tag{16}$$

In the first step the boundary term contains $\sin(kr)$, which is zero at $k=0$. In the second it contains $g'(0)$. Since $f$ depends on $k^2$, it is even in $k$; then $kf$ is odd, $g$ is even, and $g'(0)=0$. The function $g''$ is again smooth, even and rapidly decreasing, so (16) can be applied to it in turn. Each round gains a factor $1/r^2$, and $\rho_T$ falls faster than any power of $1/r$. The argument needs $f$ smooth to all orders. The jump fixes the exponent 2, but a milder defect also leaves a power law: the continuous occupation $1-k^2/k_F^2$ inside the sphere, which has a kink at $k_F$, gives an envelope falling as $1/r^3$.

The program evaluates both cases, with the thermal one at a temperature of 0.05 Fermi energies and the chemical potential held at the Fermi energy. It records the peak of $x^2|\rho|/(3n)$, with $n$ the zero-temperature density, in windows of length $\pi$ starting at the $x$ shown:

| start of window | sharp | thermal |
|---|---|---|
| 20 | 1.001 | 0.640 |
| 40 | 1.000 | 0.265 |
| 80 | 1.000 | 0.022 |

The sharp case stays at one, as a $1/x^2$ envelope requires. In the thermal case the first doubling of distance reduces the peak by a factor of about 2.4, and the second by about 12. A power law would give the same factor each time.

## How much lies beyond a given radius

Linear-scaling methods save work by discarding elements of $\rho$ between distant points. A measure of what is lost is the fraction of $\int|\rho|^2d^3r$ that lies outside a cutoff radius $R$.

The total follows from the orthonormality of the orbitals. Write $\rho(\mathbf r,\mathbf r')=2\sum_{\mathbf k}\phi_{\mathbf k}(\mathbf r)\phi^*_{\mathbf k}(\mathbf r')$ over occupied $\mathbf k$. In the product below, the integral over $\mathbf s$ leaves only terms with equal wave vectors:

$$\int\rho(\mathbf r,\mathbf s)\rho(\mathbf s,\mathbf r')\,d^3s=4\sum_{\mathbf k}\phi_{\mathbf k}(\mathbf r)\phi^*_{\mathbf k}(\mathbf r')=2\rho(\mathbf r,\mathbf r'). \tag{17}$$

Set $\mathbf r'=\mathbf r$ and use $\rho(\mathbf s,\mathbf r)=\rho(\mathbf r,\mathbf s)^*$. The left side becomes the integral of $|\rho|^2$, and the right side is $2n$. With (8), $X=k_FR$ and $r^2dr=x^2dx/k_F^3$, the fraction outside is

$$F(R)=\frac1{2n}\int_R^\infty4\pi r^2\,\frac{9n^2j_1^2(x)}{x^2}\,dr=\frac{18\pi n}{k_F^3}\int_X^\infty j_1^2\,dx=\frac6\pi\int_X^\infty j_1^2(x)\,dx, \tag{18}$$

where $n/k_F^3=1/(3\pi^2)$ from (3) was used. Squaring $j_1$ and writing $\cos^2x=\tfrac12(1+\cos2x)$ gives

$$j_1^2=\frac1{2x^2}+\frac{\cos2x}{2x^2}-\frac{\sin2x}{x^3}+\frac{\sin^2x}{x^4}. \tag{19}$$

The first term integrates to $1/(2X)$. For the second, integration by parts gives $-\sin(2X)/(4X^2)$ plus $\int_X^\infty\sin(2x)/(2x^3)\,dx$. This last integral and that of the third term in (19) are of order $1/X^3$, because integrating the sine by parts leaves a boundary term of that order and an integral no larger in order. The fourth term integrates to at most $1/(3X^3)$. Therefore

$$F(R)=\frac{3}{\pi k_FR}-\frac{3\sin(2k_FR)}{2\pi(k_FR)^2}+O\!\left(\frac1{(k_FR)^3}\right). \tag{20}$$

The squared matrix element falls as $1/r^4$, but the volume of a shell grows as $r^2$, so the tail decreases only as $1/R$.

## A gas with $r_s=4$ bohr

Let $r_s$ be the radius of the sphere that holds one electron on average, and choose $r_s=4$ bohr. Then

$$n=\frac{3}{4\pi(4)^3}=3.730\times10^{-3}\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=0.4798\ \text{bohr}^{-1}.$$

The Fermi wavelength is 13.10 bohr. The first solution of $\tan x=x$ is $x=4.4934$, so $\rho$ first vanishes at $r=4.4934/0.4798=9.365$ bohr, or 4.956 Å. The values of (8), (11) and (13) at some distances are:

| $r$ (bohr) | $\rho/n$ | leading term$/n$ | $A/n$ |
|---|---|---|---|
| 5 | 0.5310 | 0.3840 | 0.5648 |
| 10 | −0.0382 | −0.0111 | 0.1331 |
| 20 | 0.0315 | 0.0321 | 0.0328 |
| 40 | −0.00753 | −0.00767 | 0.00816 |
| 80 | −0.00154 | −0.00158 | 0.00204 |

At 10 bohr the leading term gives less than a third of $\rho$. There $x=4.798$, close to $3\pi/2=4.712$, where the cosine vanishes and the sine term of (10) dominates. Measured against the envelope, the error is $(0.0382-0.0111)/0.1331$, about 20%, in line with the bound $1/x=0.21$. At 40 bohr the same measure gives about 2%, below the bound $1/x\approx5\%$ because $|\sin x|$ happens to be only about one third there.

For the tail, the integrated fraction and the first term of (20) are:

| $R$ (bohr) | $F$ | $3/(\pi k_FR)$ |
|---|---|---|
| 25 | 0.0827 | 0.0796 |
| 50 | 0.0405 | 0.0398 |
| 100 | 0.0197 | 0.0199 |
| 199 | 0.00997 | 0.01000 |

The small difference changes sign, as the oscillating term of (20) allows. At 25 bohr, $X=11.99$ and $\sin2X=-0.91$, so that term is $+0.0030$; the difference in the table is 0.0031.

The first term of (20) reaches 1% at $R=3/(0.01\,\pi k_F)=199.0$ bohr, or 105.3 Å. The number of electrons inside is $(R/r_s)^3=(199.0/4)^3\approx1.23\times10^5$. The oscillating term of (20) is negative near this radius: at $R=198$ bohr, $k_FR=95.0$, the first term is $0.01005$ and the second is $-0.00005$, so $F$ itself reaches 1% at about 198 bohr. That sphere holds $(198/4)^3\approx1.21\times10^5$ electrons, the count quoted at the start. A different density would not change it: at a given tail fraction $k_FR$ is fixed, and $k_Fr_s$ is a pure number by (3). Measured on the matrix elements, even this cutoff is not a tight one. The fraction $F$ refers to squares, so the root-mean-square size of the discarded part, relative to that of the whole matrix, is $\sqrt{0.01}$, or 10%. An energy need not lose as much. The exchange energy weights $|\rho|^2$ by $1/r$, which turns the integrand of (18) into $j_1^2/x$, and the fraction lost beyond $R$ is about $1/(k_FR)^2$, or $1.1\times10^{-4}$ at 198 bohr.

These results hold for non-interacting electrons in a uniform background at zero temperature. At any fixed temperature above zero, (14)–(16) show that the power law eventually gives way to a faster decay. For $r_s=4$ bohr this happens within the range considered above: with the Fermi–Dirac occupation at 300 K and the same density, the radius holding 99% of the integral of $|\rho_T|^2$ is about 100 bohr, with about $1.6\times10^4$ electrons inside, so the 198 bohr figure belongs to zero temperature only. The temperature of 0.05 Fermi energies used in the table of peaks is about 1800 K for this gas. The derivation does not cover a crystal potential or interactions between the electrons.

## Computed results

```
Chosen r_s = 4.0 bohr
Density n = 3.730194e-03 bohr^-3
Fermi wave number kF = 0.47979 bohr^-1
Fermi wavelength 2 pi/kF = 13.096 bohr
Columns: r (bohr), kF r, rho/n, leading term/n, envelope/n
  5.0   2.3989     0.530972     0.384026     0.564768
 10.0   4.7979    -0.038193    -0.011130     0.133123
 20.0   9.5958     0.031528     0.032105     0.032757
 40.0  19.1916    -0.007531    -0.007673     0.008156
 80.0  38.3832    -0.001545    -0.001578     0.002037
First zero: kF r = 4.49341
First zero: r = 9.365 bohr = 4.956 angstrom
(1 - rho/n)/x^2 at x = 0.1: 0.099964
x^2 rho/(3n) at x = 20 pi, by quadrature: -1.000000
Largest x^3 |rho - leading|/(3n): 1.00000
Largest |rho|/envelope on the grid: 1.00000
Largest quadrature - formula, over n: 1.7e-15
Plane waves in the finite box: 928161
Largest box sum - formula, over n: 5.2e-04
Thermal case: temperature/Fermi energy = 0.05
Peak of x^2 |rho|/(3n) over a window of length pi in x
Columns: window start x, sharp, thermal
 20.0   1.00103   0.63954
 40.0   1.00012   0.26453
 80.0   1.00007   0.02181
Fraction of the integral of rho^2 outside R
Columns: R (bohr), computed, law 3/(pi kF R)
   25.00   0.082713   0.079612
   50.00   0.040479   0.039806
  100.00   0.019701   0.019903
  199.03   0.009969   0.010000
Radius for a 1% tail by the law: 199.0 bohr = 105.3 angstrom
Mean number of electrons inside it: 1.2319e+05
```
